# The tetrahedron density of states as a quadratic B-spline, part 2

A band is interpolated linearly in a tetrahedron $T$ of volume $V$: $\varepsilon=\sum_i\lambda_ie_i$, with barycentric coordinates $\lambda_i$ and corner energies (knots) $e_1\le e_2\le e_3\le e_4$. The problem is its density of states $D(E)$, per spin and normalized to one state, and the volume fraction $N(E)$ below $E$. Numbers are in eV and Å.

Notation: $\langle f\rangle=V^{-1}\int_Tf\,d^3k$, $e_{ij}=e_i-e_j$, $w_i=\prod_{j\ne i}(e_i-e_j)$, $x_+=\max(x,0)$, $\phi_p(x)=(x-E)_+^p$; $\theta$ is the unit step. The section is the plane $\varepsilon=E$ inside $T$.

Divided differences, defined for coinciding points by their limit (confluent), obey

$$g[x_0,\dots,x_n]=\sum_{i=0}^n\frac{g(x_i)}{\Pi_i},\qquad \Pi_i=\prod_{j\ne i}(x_i-x_j).\tag{A2}$$

$$g[x_1,\dots,x_n]-g[x_0,\dots,x_{n-1}]=(x_n-x_0)\,g[x_0,\dots,x_n].\tag{A3}$$

On the ordered simplex $S_3$, $1\ge t_1\ge t_2\ge t_3\ge0$, whose coordinates follow the path $1\to2\to3\to4$,

$$\langle f(\varepsilon)\rangle=6\int_{S_3}f(e_1+t_1e_{21}+t_2e_{32}+t_3e_{43})\,d^3t .\tag{A5}$$

$$\langle g'''(\varepsilon)\rangle=6\,g[e_1,e_2,e_3,e_4].\tag{A6}$$

$$\langle f(\varepsilon)\rangle=\int f(E)\,D(E)\,dE\quad\text{for every continuous } f,\tag{A7}$$

Section A.4 used, with $a<e_1$ and $b>e_4$,

$$g(x)=\text{quadratic in }x+\tfrac12\int_a^b(x-E)_+^2\,g'''(E)\,dE .$$

For distinct knots,

$$D(E)=3\sum_{i=1}^4\frac{(e_i-E)_+^2}{w_i}.\tag{A8}$$

$$N(E)=-\sum_i\frac{(E-e_i)_+^3}{w_i}.\tag{A11}$$

$D''$ jumps by $-6/w_i$ at $e_i$. On $[e_1,e_2)$, $[e_3,e_4)$ and $[e_2,e_3)$ respectively,

$$D=\frac{3(E-e_1)^2}{e_{21}e_{31}e_{41}},\qquad N=\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}}.\tag{A12}$$

$$D=\frac{3(e_4-E)^2}{e_{41}e_{42}e_{43}},\qquad N=1-\frac{(e_4-E)^3}{e_{41}e_{42}e_{43}}.\tag{A13}$$

$$D=\frac{3\,[\,e_{21}+2x-rx^2\,]}{e_{31}e_{41}},\qquad N=\frac{e_{21}^2+3e_{21}x+3x^2-rx^3}{e_{31}e_{41}},\tag{A14}$$

with $x=E-e_2$, $r=(e_{31}+e_{42})/(e_{32}e_{42})$. The peak is at $x^*=1/r$:

$$D_{\max}=\frac{3(e_{21}+x^*)}{e_{31}e_{41}}\le\frac{3}{e_{41}},\tag{A15}$$

With the hats $H_{abc}=2\phi_1[a,b,c]$, where $H_{123}$ stands for the knots $e_1,e_2,e_3$,

$$D(E)=\frac{3}{2e_{41}}\big[(E-e_1)H_{123}(E)+(e_4-E)H_{234}(E)\big].\tag{A17}$$

The mean is $\bar e=\tfrac14\sum_ie_i$, the variance $\sum_i(e_i-\bar e)^2/20$, and $\langle\lambda_i\lambda_j\rangle=1/20$ for $i\ne j$. For $\operatorname{Im}z>0$, with the principal logarithm,

$$G(z)=\Big\langle\frac1{z-\varepsilon}\Big\rangle=-3\sum_i\frac{(z-e_i)^2\ln(z-e_i)}{w_i}.\tag{A19}$$

The example has vertices $(0,0,0)$, $(q,0,0)$, $(q,q,0)$, $(q,q,q)$, $q=0.2$ Å⁻¹, with corner energies $-1$, $0$, $0.5$, $2$ eV in that order, evaluated at $E=0.25$ eV. A program tests the formulas.

**Corner weights.** A matrix element interpolated linearly, $F=\sum_i\lambda_iF_i$, gives $\langle F\,\delta(E-\varepsilon)\rangle=\sum_iF_i\,c_i(E)$ with $c_i(E)=\langle\lambda_i\,\delta(E-\varepsilon)\rangle$. Differentiate (A6) with respect to $e_i$ for $g$ with four continuous derivatives. On the left $\partial\varepsilon/\partial e_i=\lambda_i$. On the right, (A3) writes the difference quotient for $e_i\to e_i+\eta$ as the five-point divided difference with both $e_i$ and $e_i+\eta$, which tends to the confluent one. Hence

$$\langle\lambda_i\,g''''(\varepsilon)\rangle=6\,g[e_1,e_2,e_3,e_4,e_i].\tag{A20}$$

One more integration by parts in A.4 gives $g=\text{cubic}+\tfrac16\int_a^b(x-E)_+^3g''''\,dE$. The third divided difference of the cubic is its leading coefficient $g'''(a)/6$, independent of the knots, so it drops out on differentiation. For distinct knots $\phi_3[e_1,\dots,e_4]$ is continuously differentiable in $e_i$ and the derivative passes under the integral. With $f=g''''$, $\langle\lambda_if(\varepsilon)\rangle=\int f\,c_i\,dE$ and

$$c_i(E)=\frac{\partial}{\partial e_i}\sum_j\frac{(e_j-E)_+^3}{w_j}=\phi_3[e_1,\dots,e_4,e_i]=\frac{B_3(E)}{e_{41}},\tag{A21}$$

where $B_3=e_{41}\,\phi_3[\dots]$ is the partition-of-unity cubic B-spline on the five knots with $e_i$ doubled. From $(x-E)^3=(x-E)_+^3-(E-x)_+^3$ and (A11), $1=\phi_3[e_1,\dots,e_4]+N$, so $c_i=-\partial N/\partial e_i$: the weights are obtained by differentiating the pieces of $N$ in (A12) to (A14) with respect to the knots. In symmetric form, $\partial(1/w_j)/\partial e_i=1/(w_je_{ji})$ for $j\ne i$, because $w_j$ contains the factor $e_j-e_i$, and $\partial(1/w_i)/\partial e_i=-w_i^{-1}\sum_{j\ne i}1/e_{ij}$, so that

$$c_i=\sum_{j\ne i}\frac{(e_j-E)_+^3}{w_j\,e_{ji}}+\frac1{w_i}\Big[3(e_i-E)_+^2-(e_i-E)_+^3\sum_{j\ne i}\frac1{e_{ij}}\Big].\tag{A22}$$

Two sum rules follow from the definition of $c_i$: $\sum_ic_i=D$ because $\sum_i\lambda_i=1$, and $\sum_ie_ic_i=E\,D$ because $\sum_i\lambda_ie_i=E$ on the section. Since $\lambda_i$ is linear, its average over the section is its value at the centroid of the section, and $c_i$ is $D$ times that value. The program tests the spline form of (A21) against this centroid construction for the simple knots, and (A20) by cubature for all knot sets.

## A.8 Evaluation in floating point

The symmetric sums are suited to proofs and unsuited to nearly equal knots. If $e_{32}=\delta$ is small, $w_2$ and $w_3$ are of order $\delta$ with opposite signs, and for $E<e_2$ two terms of order $1/\delta$ in (A8) cancel to leave a result of order one. The absolute error is the unit roundoff times the size of the terms. For the knots $-1$, $0.3$, $0.3+10^{-9}$, $2$ eV at $E=-0.95$ eV each large term is about $3(1.25)^2/(1.3\times10^{-9}\times1.7)\approx2\times10^9$ eV⁻¹, and a relative rounding of $10^{-16}$ suggests an error of some $10^{-7}$ eV⁻¹. Against a 40-digit reference rounded to double precision (so that differences below about $10^{-16}$ eV⁻¹ are not resolved), over 50 energies in the first interval, the largest absolute error is $6.6\times10^{-7}$ eV⁻¹ for (A8) and $1.1\times10^{-16}$ eV⁻¹ for (A12).

The piecewise form has no large terms on any interval. Equations (A12) and (A13) for $D$ are single products. In (A14), $0\le x<e_{32}$ bounds the three terms by $3/e_{41}$, by $6e_{32}/(e_{31}e_{41})\le6/e_{41}$, and by $(3/e_{41})(e_{32}/e_{42}+e_{32}/e_{31})\le6/e_{41}$. The absolute rounding error is thus a small multiple of the unit roundoff times $1/e_{41}$.

An implementation sorts the four energies, keeps the permutation if weights are needed, and selects the piece by half-open intervals. In exact arithmetic this choice excludes division by zero; in floating point it does so unless a product of differences underflows, which takes differences far below any physical energy scale. If $e_1\le E<e_2$ then $e_{21}>0$ and with it $e_{31},e_{41}>0$; if $e_2\le E<e_3$ then $e_{32}>0$ and with it $e_{31},e_{42},e_{41}>0$; if $e_3\le E<e_4$ then $e_{43},e_{42},e_{41}>0$. No artificial splitting of equal energies is required. A tetrahedron with four equal energies selects no piece: it contributes a step to $N$ and its delta function is missing from any pointwise $D$. For nearly flat tetrahedra $D$ is a spike of width $e_{41}$ that an energy grid can miss, and differences of $N$ across energy bins conserve the number of states where sampled values of $D$ do not.

## A.9 The single tetrahedron in numbers

The knots $-1,0,0.5,2$ eV are round model values. Their differences are $e_{21}=1$, $e_{31}=1.5$, $e_{41}=3$, $e_{32}=0.5$, $e_{42}=2$, $e_{43}=1.5$ eV, and $w_i=-4.5,\ 1,\ -1.125,\ 9$ eV³. The edges of the path are along $x$, $y$ and $z$ with length $q$, so the gradient is $(1,\,0.5,\,1.5)/0.2=(5,\,2.5,\,7.5)$ eV Å, of length $\sqrt{87.5}=9.354143$ eV Å, and $V=q^3/6$.

At $E=0.25$ eV, $x=0.25$ eV and $r=3.5/(0.5\times2)=3.5$ eV⁻¹. Equation (A14) gives

$$D=\frac{3\,[1+0.5-3.5\times0.0625]}{4.5}=0.854167\ \text{eV}^{-1}=23.2431\ \text{hartree}^{-1},$$

$$N=\frac{1+0.75+0.1875-3.5\times0.015625}{4.5}=0.418403 .$$

The hats are $H_{123}=\frac{2}{1.5}\cdot\frac{0.25}{0.5}=0.666667$ eV⁻¹ and $H_{234}=\frac22\cdot\frac{0.25}{0.5}=0.5$ eV⁻¹, and (A17) gives $\tfrac12[1.25\times0.666667+1.75\times0.5]=0.854167$ eV⁻¹. At the inner knots $D=3/4.5=0.666667$ and $3\times2.25/9=0.75$ eV⁻¹, with $N=0.222222$ and $0.625$. The peak is at $x^*=1/3.5=0.285714$ eV with height $3\times1.285714/4.5=0.857143$ eV⁻¹, below the bound $3/e_{41}=1$ eV⁻¹. The jumps $-6/w_i$ are $1.333333$, $-6$, $5.333333$ and $-0.666667$ eV⁻³. The mean is $0.375$ eV; the deviations $-1.375,-0.375,0.125,1.625$ eV have squares adding to $4.6875$ eV², and the variance is $4.6875/20=0.234375$ eV².

For the weights, $(e_3-E)^3=0.015625$ and $(e_4-E)^3=5.359375$ eV³. Equation (A22) for $i=1$ has no diagonal term since $e_1<E$:

$$c_1=\frac{0.015625}{(-1.125)(1.5)}+\frac{5.359375}{(9)(3)}=-0.009259+0.198495=0.189236\ \text{eV}^{-1}.$$

For $i=4$, $\sum_j1/e_{4j}=\tfrac13+\tfrac12+\tfrac23=1.5$ eV⁻¹ and

$$c_4=\frac{0.015625}{(-1.125)(-1.5)}+\frac{3\times3.0625-1.5\times5.359375}{9}=0.136863\ \text{eV}^{-1}.$$

The other two are $c_2=0.269965$ and $c_3=0.258102$ eV⁻¹, and the four add to $D$. The second sum rule reads $-0.189236+0.5\times0.258102+2\times0.136863=0.21354$, equal to $0.25\times0.854167$.

At $z=0.25+0.5i$ eV, (A19) gives $G=-0.138273-1.324822\,i$ eV⁻¹, tested against cubature. By (A7), $-\operatorname{Im}G/\pi=0.4217$ eV⁻¹ is $D$ convolved with a Lorentzian of half-width $0.5$ eV, about half of the unbroadened value.

Linearity of the band is a condition of the theorem. Adding $\gamma\lambda_1\lambda_2$ to $\varepsilon$ leaves all four corner values unchanged and shifts the mean energy by $\gamma\langle\lambda_1\lambda_2\rangle=\gamma/20$, which is $0.05$ eV for $\gamma=1$ eV. The spline built on the corner energies cannot see this shift. A related failure occurs where two bands that do not mix cross on a surface in $\mathbf k$-space: if bands are labelled by sorting eigenvalues, each sorted band has a kink along the crossing surface, and in a tetrahedron cut by that surface the error of the linear interpolant is in general of first order in the mesh spacing instead of second.

## A.10 A whole band: the simple cubic lattice

The model is $\varepsilon=\sum_\alpha f(\kappa_\alpha)$ with $f(\kappa)=-2t\cos\kappa$, $\kappa_\alpha=k_\alpha a$, $t=1$ eV and $a=3$ Å. The mesh is $\Gamma$-centred, $\kappa=jh$ with $h=2\pi/n$ and $n$ even. Inside a mesh cube use coordinates $u_x,u_y,u_z\in[0,1]$. The six regions $u_\alpha\ge u_\beta\ge u_\gamma$ are ordered simplices of the type $S_3$, with vertices reached from the cube origin by one step each along $\alpha$, $\beta$, $\gamma$. They share the body diagonal and have equal volume, so the mesh density of states per cell, $D_h$, is the plain mean of $6n^3$ splines, and likewise $N_h$.

**Structure of the interpolant.** For a separable band the energy change of a step along $\alpha$ is $\Delta_\alpha=f((j_\alpha+1)h)-f(j_\alpha h)$, independent of the other two coordinates. With $t_1,t_2,t_3=u_\alpha,u_\beta,u_\gamma$ in (A5), the interpolant is $e_0+\sum_\alpha u_\alpha\Delta_\alpha$ in all six tetrahedra, $e_0$ being the energy at the cube origin. The mean of the six splines is therefore the density of a sum of three independent uniform variables. The variable $u\Delta$ has density $[\theta(y)-\theta(y-\Delta)]/\Delta$ for either sign of $\Delta$. The convolution of two steps at $a$ and $b$ is $(y-a-b)_+$, and a third step at $c$ integrates this to $\tfrac12(y-a-b-c)_+^2$. Multiplying out the three brackets,

$$D_{\rm cube}(E)=\frac1{2\Delta_x\Delta_y\Delta_z}\sum_{s\in\{0,1\}^3}(-1)^{s_x+s_y+s_z}\Big(E-e_0-\sum_\alpha s_\alpha\Delta_\alpha\Big)_+^2 .\tag{A23}$$

This expression contains no tetrahedron. The program tests its mesh mean against the mean of the splines for $n=8$ and 16 at three energies, to $10^{-10}$ eV⁻¹. This checks the spline sums, but not that all six tetrahedra of a cube are present: with equal hopping along the three axes, each of the six orderings alone gives the same mesh mean by symmetry. It holds for separable bands only.

The step is $\Delta=4t\sin((j+\tfrac12)h)\sin(h/2)$, which vanishes only if $2j+1$ is a multiple of $n$. For even $n$ this is impossible. Any three of the four vertices of the path include two neighbours, whose energies differ by a nonzero step, so triple knots do not occur and $D_h$ is continuous. For odd $n$ the step at $j=(n-1)/2$ vanishes, and the cube at the zone corner is flat: it carries a delta function of weight $1/n^3$ at $6t\cos(\pi/n)$.

**Second moment.** On one segment the interpolant between values $f_j$ and $f_{j+1}$ has mean square $(f_j^2+f_jf_{j+1}+f_{j+1}^2)/3$. The mesh averages follow from $\cos A\cos B=\tfrac12[\cos(A-B)+\cos(A+B)]$, where the second cosine averages to zero for $n\ge3$: $\overline{f_j^2}=2t^2$ and $\overline{f_jf_{j+1}}=2t^2\cos h$. Each axis contributes $(4t^2+2t^2\cos h)/3$, and cross terms vanish because each one-dimensional interpolant has zero mean. Exactly,

$$\int E^2D_h\,dE=4t^2+2t^2\cos h=6t^2-2t^2(1-\cos h).\tag{A24}$$

For $n=8$ this is $4+2\cos(\pi/4)=5.41421356$ eV², and integrating the splines between their knots gives the same value and unit norm. The true band has $6t^2=6$ eV². The second moment of the tetrahedron band is smaller by the factor $1-h^2/6$ at small $h$, while the band edges $\pm6t$ are mesh points for even $n$ and are reproduced exactly.

**Exact reference.** One axis has the density $\rho(y)=1/(\pi\sqrt{4t^2-y^2})$, since $\kappa$ is uniform on $[0,\pi]$ and $|dy/d\kappa|=2t\sin\kappa$. For two axes with total energy $x$, put $y=x/2+s$. The product of the radicands factors into $(A^2-s^2)(C^2-s^2)$ with $A=2t-|x|/2$, $C=2t+|x|/2$, $|s|<A$, and $s=A\sin\varphi$ gives

$$g_2(x)=\frac{2}{\pi^2C}\,K\!\left(\frac{A^2}{C^2}\right),\qquad K(m)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-m\sin^2\varphi}} .$$

The Landen transformation simplifies this. Let $L(\alpha,\beta)=\int_0^\infty dy/\sqrt{(y^2+\alpha^2)(y^2+\beta^2)}$, which $y=\beta\tan\varphi$ turns into $K(1-\beta^2/\alpha^2)/\alpha$. Under $s=(y-\alpha\beta/y)/2$, which covers the whole real line, $s^2+\alpha\beta=(y^2+\alpha\beta)^2/4y^2$, $s^2+(\alpha+\beta)^2/4=(y^2+\alpha^2)(y^2+\beta^2)/4y^2$ and $ds=(y^2+\alpha\beta)\,dy/2y^2$, so that $2L(\tfrac{\alpha+\beta}2,\sqrt{\alpha\beta})=2L(\alpha,\beta)$. For $\alpha=1$, $\beta=\nu=|x|/4t$ this reads $K(1-\nu^2)=\frac2{1+\nu}K\big((1-\nu)^2/(1+\nu)^2\big)$. Since $A/C=(1-\nu)/(1+\nu)$ and $C=2t(1+\nu)$,

$$g_2(x)=\frac{K(1-x^2/16t^2)}{2\pi^2t},\qquad D(E)=\frac1\pi\int_0^{\kappa_{\max}}g_2(E+2t\cos\kappa)\,d\kappa .$$

For $-6t<E<-2t$ the argument of $g_2$ is negative, away from the logarithmic singularity at $x=0$, and the condition $x\ge-4t$ sets $\cos\kappa_{\max}=(-4t-E)/2t$. At $E=-3$ eV quadrature gives $D=0.073775$ eV⁻¹ ($2.0075$ hartree⁻¹) and $N=0.116999$.

**Leading error of $N_h$.** On a segment, the chord minus a function of constant curvature is $\tfrac12f''h^2u(1-u)$, with mean $h^2f''/12$ over $u$. Here $f''=-f$, so to leading order in $h$ the cell-averaged error of the interpolant is $\overline{\delta\varepsilon}=-h^2\varepsilon/12$. To first order in the error, the zone average of $\theta(E-\varepsilon-\delta\varepsilon)$ is $N$ minus the zone average of $\delta(E-\varepsilon)\,\delta\varepsilon$. Replacing $\delta\varepsilon$ by its cell average, which equals $-h^2E/12$ everywhere on the surface $\varepsilon=E$, gives

$$N_h(E)-N(E)\approx\frac{h^2}{12}\,E\,D(E).\tag{A25}$$

The replacement drops the part of $u(1-u)$ that oscillates with the mesh period. It is an approximation that needs the surface to cross many cells at varying positions within them, and the first-order expansion needs $D$ to be smooth, which excludes the van Hove energies. For $E<0$ the sign is negative: the band curves upwards on average over the three axes, the interpolant lies above it on average over the energy surface, and fewer states fall below $E$. For $n=48$, $h=2\pi/48$ and $-3\times0.073775\times h^2/12=-3.160\times10^{-4}$.

| $n$ | $D_h$ (eV⁻¹) | $N_h-N$ | (A25) |
|---|---|---|---|
| 8 | 0.073400 | $-1.104\times10^{-2}$ | $-1.138\times10^{-2}$ |
| 16 | 0.073727 | $-2.872\times10^{-3}$ | $-2.844\times10^{-3}$ |
| 32 | 0.073752 | $-7.072\times10^{-4}$ | $-7.111\times10^{-4}$ |
| 48 | 0.073688 | $-3.158\times10^{-4}$ | $-3.160\times10^{-4}$ |

The mesh spacings $h/a$ are $0.2618$, $0.1309$, $0.0654$ and $0.0436$ Å⁻¹, and the numbers of tetrahedra run from 3072 to 663552. The ratio of the computed shift to (A25) is $0.97$, $1.01$, $0.995$ and $0.999$; the program asserts agreement within 5% of the prediction at $n=48$.

Over these four meshes the density of states does not converge monotonically. Relative to the exact $0.073775$ eV⁻¹ the errors of $D_h$ are $-0.5\%$, $-0.07\%$, $-0.03\%$ and $-0.12\%$, so the mesh with $n=48$ is worse at this energy than the meshes with $n=16$ and 32. The four meshes are not of one kind: only $n=48$ is divisible by 3, and then the point $\boldsymbol\kappa=(2\pi/3,0,0)$, where the surface $\varepsilon=-3$ eV is tangent to a mesh plane, is itself a mesh point. The error of $D_h$ at a fixed energy depends on how the mesh lies relative to the surface, not on $h$ alone. For $n=48$ the program asserts only that it is within $0.5\%$. Equation (A25) concerns $N_h$ only, and no error law for $D_h$ is derived or tested here. The four values of $N_h-N$ follow an $h^2$ law closely enough to be extrapolated in $h$, and the four values of $D_h$ at this energy do not.

The program that performs these tests, and its output, follow below.

## Table of computed values

```
corner energies e_i [eV]: -1.00 0.00 0.50 2.00 ; E [eV]: 0.25
w_i [eV^3]: -4.5000 1.0000 -1.1250 9.0000
g=sin(3x/eV): <d3g> cubature -5.31809025, 6*divdiff -5.31809025 eV^-3
Monte Carlo -5.360 +- 0.072 eV^-3
terms 3(e_i-E)_+^2/w_i [1/eV]: -0.000000 0.000000 -0.166667 1.020833
cube edge 0.2 1/A, V = 1.333333e-03 1/A^3
section area 0.010653 1/A^2, |grad eps| 9.354143 eV A
D(E) = 0.854167 1/eV = 23.2431 1/hartree
N(E) = 0.418403
hats H123, H234 [1/eV]: 0.666667 0.500000
D at e2, e3 [1/eV]: 0.666667 0.750000
N at e2, e3: 0.222222 0.625000
peak at 0.285714 eV, height 0.857143 1/eV
jumps of d2D/dE2 [eV^-3]: 1.333333 -6.000000 5.333333 -0.666667
mean 0.375000 eV, variance 0.234375 eV^2
corner weights [1/eV]: 0.189236 0.269965 0.258102 0.136863 sum 0.854167
G(0.25+0.5i eV) = -0.138273 -1.324822i 1/eV
mean shift from 1 eV*lam1*lam2 curvature: 0.050000 eV
knots -1,.5,.5,2 eV: slope jump -2.666667 eV^-2
knots 0,0,0,1 eV: jump of D 3.000000 1/eV
gap 1e-9 eV: error symmetric 6.6e-07, piecewise 1.1e-16 1/eV
band: t = 1.0 eV, a = 3.0 A, E = -3.0 eV
n=8: norm 1.00000000, second moment 5.41421356, formula 5.41421356 eV^2
second moment of the true band 6.000000 eV^2
exact D = 0.073775 1/eV = 2.0075 1/hartree, N = 0.116999
n=8: dk 0.2618 1/A, 3072 tetrahedra, D_h 0.073400 1/eV
   N_h 0.105962, N_h-N -1.104e-02, E D h^2/12 -1.138e-02
n=16: dk 0.1309 1/A, 24576 tetrahedra, D_h 0.073727 1/eV
   N_h 0.114127, N_h-N -2.872e-03, E D h^2/12 -2.844e-03
n=32: dk 0.0654 1/A, 196608 tetrahedra, D_h 0.073752 1/eV
   N_h 0.116292, N_h-N -7.072e-04, E D h^2/12 -7.111e-04
n=48: dk 0.0436 1/A, 663552 tetrahedra, D_h 0.073688 1/eV
   N_h 0.116684, N_h-N -3.158e-04, E D h^2/12 -3.160e-04
```
